\section*{Ideal memory window of a ferroelectric-gate transistor}

\section*{Problem}

An n-channel transistor has a gate insulator made of a single ferroelectric layer, 10 nm thick, with a coercive field of 100 MV/m. A positive write pulse and a negative write pulse leave the layer polarized in opposite directions, and the transistor then turns on at two different gate voltages. The difference between these threshold voltages is the memory window. Calculate its ideal value, neglecting every other layer in the gate stack. Decide also which write pulse gives the lower threshold, and explain why the remanent polarization was not needed as a datum.

\section*{Hints}

\begin{enumerate}
\item Write the gate voltage as a sum of the potential drops from the metal to the bulk of the silicon. Which of them depends on the history of the ferroelectric?
\item At threshold the silicon surface is in one particular condition, whichever state is stored. What does Gauss's law then say about the displacement in the ferroelectric?
\item A hysteresis loop has two fields for one displacement. How far apart are they when the displacement is close to zero?
\item If the polarization stayed frozen while the gate was swept, what field would the layer have to carry at threshold? Compare it with the coercive field.
\end{enumerate}

\section*{Solution}

\subsection*{The voltage sum}

Count the electric field $E$ and the displacement $D$ in the ferroelectric as positive when they point from the gate to the channel. Let $t$ be the thickness of the layer, $\psi_s$ the potential of the silicon surface relative to the bulk, and $V_{FB}$ the flat-band voltage, which collects the work-function difference. The gate voltage is
\begin{equation}
V_G = V_{FB} + \psi_s + tE .
\label{sum}
\end{equation}
The field is taken as uniform across the layer.

Apply Gauss's law to a box with one face inside the ferroelectric and the other deep in the silicon, where the field vanishes. The flux entering through the first face is $D$ per unit area, so the outward flux is $-D$. With no charge trapped at the interface, the box contains only the silicon charge $Q_s$ per unit area, and
\begin{equation}
D = -Q_s(\psi_s).
\label{gauss}
\end{equation}
A positive $D$ goes with negative charge in the silicon: ionized acceptors and electrons.

\subsection*{Threshold fixes the displacement}

Define threshold by a fixed surface potential, the usual choice being $\psi_s=2\phi_B$, where the electron density at the surface equals the acceptor density $N_A$. Here $\phi_B=(k_BT/q)\ln(N_A/n_i)$, with $n_i$ the intrinsic carrier density. By \eqref{gauss} this also fixes the displacement at a value $D_{th}$, which is a property of the silicon and does not depend on the stored state.

The field at this displacement does depend on the state. After a negative write, the gate is swept upward and the ferroelectric follows the rising branch of its loop, $E_{up}(D)$. After a positive write, the gate is swept downward and the layer follows the falling branch, $E_{dn}(D)$. From \eqref{sum},
\begin{align}
V_{th}^{up} &= V_{FB}+2\phi_B+tE_{up}(D_{th}),\\
V_{th}^{dn} &= V_{FB}+2\phi_B+tE_{dn}(D_{th}).
\end{align}
Subtraction removes the flat-band voltage and the surface potential:
\begin{equation}
\Delta V_{th}=t\left[E_{up}(D_{th})-E_{dn}(D_{th})\right].
\label{width}
\end{equation}
The window is the width of the hysteresis loop, measured at the threshold displacement, times the thickness.

\subsection*{From loop width to coercive field}

Define the coercive field $E_c$ as the field at which $D=0$ on the rising branch of the saturated loop, so that $E_{up}(0)=E_c$. If the loop is symmetric, reversing both $E$ and $D$ turns one branch into the other, and $E_{dn}(D)=-E_{up}(-D)$. Equation \eqref{width} becomes
\begin{equation}
\Delta V_{th}=t\left[E_{up}(D_{th})+E_{up}(-D_{th})\right].
\end{equation}
Expand each term about $D=0$, with primes for derivatives with respect to $D$:
\begin{equation}
E_{up}(\pm D_{th})=E_c\pm E_{up}'(0)D_{th}+\tfrac12E_{up}''(0)D_{th}^2\pm\dots
\end{equation}
The odd terms cancel in the sum, which leaves
\begin{equation}
\Delta V_{th}=2E_ct+t\,E_{up}''(0)\,D_{th}^2+\dots
\label{expand}
\end{equation}
In the ideal limit the threshold charge is negligible beside the charge that the ferroelectric switches. Then
\begin{equation}
\Delta V_{th}=2E_ct=2\,(10^{8}\ \mathrm{V/m})(10^{-8}\ \mathrm{m})=2\ \mathrm{V}.
\label{result}
\end{equation}

The rising branch crosses $D=0$ at $+E_c$, so the negative write gives the higher threshold and the positive write the lower one. This fits the electrostatics: a positive write leaves polarization pointing at the channel, which attracts electrons, and a lower gate voltage is needed to turn the transistor on.

An internal bias field $E_i$ that moves the whole loop sideways adds $tE_i$ to both thresholds and does not alter their difference.

\subsection*{How small is the threshold charge?}

Take numbers in the rough range of hafnium--zirconium oxide on silicon: $E_c=1$ MV/cm (the 100 MV/m of the problem), saturation polarization $P_s=20\ \mu$C/cm$^2$, relative permittivity 30 for the non-switching response, $N_A=10^{17}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$ and $T=300$ K. These give $2\phi_B=0.833$ V.

In a depleted layer of width $w$, Poisson's equation gives $\psi_s=qN_Aw^2/2\varepsilon_{si}$, and the charge per area is $qN_Aw$. Eliminating $w$ at threshold,
\begin{equation}
D_{th}=\sqrt{2\varepsilon_{si}qN_A(2\phi_B)}=0.166\ \mu\mathrm{C/cm^2},
\end{equation}
less than one hundredth of $P_s$.

To evaluate the correction in \eqref{expand} the shape of the loop is needed. Let the ferroelectric consist of many small regions, each of which switches up at its own field and down at the opposite field. If the fraction with switching field below $E$ is
\begin{equation}
F(E)=\frac{1}{1+e^{-(E-E_0)/\delta}},
\label{F}
\end{equation}
then on the rising branch a fraction $F$ points up and $1-F$ points down, so that $P=P_s(2F-1)$ and
\begin{equation}
D=\varepsilon E+P_s\tanh\frac{E-E_0}{2\delta}.
\label{loop}
\end{equation}
The spread is chosen as $\delta=0.10$ MV/cm. Setting $D=0$ at $E=E_c$ gives
\begin{equation}
E_0=E_c+2\delta\,\mathrm{artanh}\,r,\qquad r=\frac{\varepsilon E_c}{P_s}=\frac{2.66}{20}=0.133,
\end{equation}
or $E_0=1.027$ MV/cm. At the crossing the hyperbolic tangent equals $-r$. Differentiating \eqref{loop} there,
\begin{align}
\frac{dD}{dE}&=\varepsilon+\frac{P_s}{2\delta}(1-r^2)=1.01\times10^{-8}\ \mathrm{F/m},\\
\frac{d^2D}{dE^2}&=\frac{P_s}{2\delta^2}\,r(1-r^2).
\end{align}
For the inverse function, $E_{up}'=1/(dD/dE)$ and $E_{up}''=-(d^2D/dE^2)/(dD/dE)^3$. The linear term raises both thresholds by $tD_{th}/(dD/dE)=1.65$ mV. The quadratic term changes the window by $-3.5\ \mu$V. For this loop the threshold charge is therefore irrelevant to the window.

The two thresholds, with $V_{FB}=0$, are
\begin{align}
V_{th}^{up}&=0.833+1.000+0.002=1.835\ \mathrm{V},\\
V_{th}^{dn}&=0.833-1.000+0.002=-0.165\ \mathrm{V}.
\end{align}

As a test, the loop was built from 4000 such regions, joined to the charge--potential relation of silicon with Boltzmann statistics, and swept between $-2$ and $+2$ MV/cm. At the ends of this sweep the silicon surface is strongly degenerate and Boltzmann statistics underestimate $|\psi_s|$ by about 0.8 V, which matters for the write voltage but not for the thresholds, where the surface is non-degenerate. The thresholds read from the resulting curve of $\psi_s$ against $V_G$ differ by 2.000 V, in agreement with \eqref{result} to within the 1 mV demanded. Raising the threshold criterion by 0.1 V moves both thresholds and again gives a window of 2.000 V.

\subsection*{Why the remanent polarization is absent}

Suppose that the polarization stayed frozen at $\pm P_r$ during the sweep. Then $D=\varepsilon E\pm P_r$, and at threshold $E=(D_{th}\mp P_r)/\varepsilon$. The two fields differ by $2P_r/\varepsilon$, and the window would be
\begin{equation}
\Delta V_{frozen}=\frac{2P_rt}{\varepsilon}.
\label{frozen}
\end{equation}
With $P_r=20\ \mu$C/cm$^2$ this is 15.1 V. It would require a field of about $P_r/\varepsilon=7.5$ MV/cm opposed to the polarization, many times the coercive field. The polarization gives way long before that, and the loop limits the field at threshold to about $E_c$. Once this limit applies, more remanent polarization hardly widens the window. With the switching fields held fixed it only moves the $D=0$ crossing toward $E_0$: for $E_0=1.027$ MV/cm and $\delta=0.10$ MV/cm the window is 1.84, 2.00 and 2.04 V for $P_s=5$, 20 and 80 $\mu$C/cm$^2$, approaching $2E_0t=2.05$ V.

The same argument shows what a threshold measurement does to the stored state. At the upper threshold the polarization is
\begin{equation}
P=D_{th}-\varepsilon E_{up}=0.17-2.66=-2.49\ \mu\mathrm{C/cm^2},
\end{equation}
although it started at $-20\ \mu$C/cm$^2$. The fraction of regions already reversed is $(1+P/P_s)/2=44\,\%$. The window in \eqref{result} was derived for complete sweeps. If the lower threshold is instead read on an upward sweep after a positive write, the result depends on where that sweep starts. Suppose it starts with the silicon depleted, or just at flat band. The displacement there lies between zero and $D_{th}$. Regions that point down switch back up only at positive fields, so the displacement returns to $D_{th}$ through the dielectric response alone. This takes a field change of at most $D_{th}/\varepsilon=0.06$ MV/cm, and the threshold rises by no more than about 0.06 V. Flat band is reached at $V_G=-E_ct=-1.0$ V, about 0.8 V below the lower threshold. A start well beyond it, in accumulation, lets holes balance a reversed polarization, and the window is destroyed. A read operation that is to preserve the polarization itself must stay at voltages where little of the layer switches. Even zero gate voltage need not preserve it. With $V_{FB}=0$, equation \eqref{sum} gives $E=-\psi_s/t$ there, and after a positive write the inverted surface has $\psi_s$ near 1 V. The field is then close to $-E_c$, and most of the positive polarization is lost. How much is lost depends on the flat-band voltage. The lower threshold survives in this example, because it lies further along the same falling branch.

\subsection*{Comparison with real devices}

The coercive field, polarization and thickness used here are roughly typical of hafnium--zirconium oxide films; the spread of switching fields is narrow for a polycrystalline film. A measured window can nevertheless fall well short of the ideal 2 V. The assumption under most strain is that the silicon alone balances the full polarization. That would take $1.25\times10^{14}$ carriers per cm$^2$ and a field of 19 MV/cm in the silicon. In the thin oxide that normally lies between silicon and ferroelectric, the field would be 58 MV/cm, against a rough breakdown limit of 10 MV/cm. Either the polarization switches only in part, which is the second variation below, or trapped charge helps to balance it.

Trapped charge that partly balances the written polarization, and stays in place during the sweep, narrows the window. Let a positive write leave a trapped charge $-s$ per area at the channel side of the ferroelectric, and a negative write $+s$. Gauss's law at threshold now gives displacements $D_{th}+s$ and $D_{th}-s$ in the ferroelectric, and by symmetry
\begin{equation}
\Delta V_{th}=t\left[E_{up}(D_{th}-s)+E_{up}(-D_{th}-s)\right]\approx2t\,E_{up}(-s).
\end{equation}
Since $E_{up}(-s)<E_c$, the window shrinks. For the saturated loop above it falls to 1.77 V when $s=0.5P_s$ and to 1.16 V when $s=0.9P_s$. These figures do not respect the oxide limit: switching 99\,\% of the layer still puts about 39 and 16 MV/cm on the oxide in the two cases. If the oxide field is held to 10 MV/cm, as in the second variation, the same fixed charges give about 0.50 V and 0.09 V. Real traps partly fill and empty during the sweep, so a fixed $s$ is a limiting case and not a prediction for a device. The coercive field also depends on temperature and on the speed of the sweep, which the model leaves out. For a saturated loop the window follows in proportion: a 10\,\% change in $E_c$ changes it by 0.2 V.

\section*{Variation 1: a weakly polar film}

\emph{Keep the thickness, permittivity and spread, but let the saturation polarization be only 1 $\mu$C/cm$^2$, with switching fields centred on $E_0=1$ MV/cm. Is the window still 2 V?}

At the central switching field the dielectric part of the displacement is $\varepsilon E_0=2.66\ \mu$C/cm$^2$, more than $P_s$. On the rising branch $D$ therefore passes through zero while nearly all of the layer still points down. Setting $P=-P_s$ in $D=\varepsilon E+P=0$ gives
\begin{equation}
E_c\approx\frac{P_s}{\varepsilon}=0.376\ \mathrm{MV/cm},
\qquad
\Delta V_{th}\approx\frac{2P_st}{\varepsilon}=0.753\ \mathrm{V}.
\end{equation}
This is the frozen-polarization result \eqref{frozen}, which applies here because the required field lies well below the switching fields. The threshold charge again drops out: the two fields are $(D_{th}+P_s)/\varepsilon$ and $(D_{th}-P_s)/\varepsilon$.

The numerical sweep gives $D=0$ at 0.375 MV/cm and a window of 0.750 V. The small deficit comes from the few regions that switch early. From \eqref{F}, $F(0.376\ \mathrm{MV/cm})\approx e^{-6.2}=0.002$, so $P=-P_s(1-2F)$ is smaller in magnitude than $P_s$ by 0.4\,\%, and the field at $D=0$ is lower by the same proportion.

The rule $2E_ct$ survives if $E_c$ is the field at $D=0$. Inserting the field at which the polarization itself vanishes, 1 MV/cm, would give 2 V and be wrong by a factor of 2.7. In the strongly polar film of the main problem the two definitions differ by less than 3\,\%.

\section*{Variation 2: a thin oxide under the ferroelectric}

\emph{Insert 1 nm of oxide, of relative permittivity 3.9, between the ferroelectric and the silicon. There is no trapped charge. What happens to the window (a) if the ferroelectric still follows its saturated loop, and (b) if the write pulses must keep the oxide field within 10 MV/cm?}

(a) The displacement is continuous, so the oxide adds a voltage $t_{ox}D/\varepsilon_{ox}$ to \eqref{sum}. At threshold this is $t_{ox}D_{th}/\varepsilon_{ox}$ for both states, and it cancels in the difference. The numerical sweep with the oxide included gives 2.000 V. The oxide raises the write voltage, however: at $D=P_s$ it would take 5.8 V.

(b) The field limit caps the displacement at
\begin{equation}
D_m=\varepsilon_{ox}\,(10\ \mathrm{MV/cm})=3.45\ \mu\mathrm{C/cm^2},
\end{equation}
far below $P_s$, so the layer runs round a smaller, minor loop. Start from an unpoled film of the main problem, with half of the regions of every switching field pointing up. Raising the field to $E_m$ turns up all regions that switch below $E_m$. Their fraction is $F(E_m)$, and the others still cancel, so $P=P_sF(E_m)$. The largest field reached follows from
\begin{equation}
\varepsilon E_m+P_sF(E_m)=D_m .
\end{equation}
The solution is $E_m=0.769$ MV/cm, where $F(E_m)=0.071$ and the two terms are $2.04$ and $1.41\ \mu$C/cm$^2$. Most of the allowed displacement is spent on the ordinary dielectric response.

The next negative pulse, down to $-E_m$, turns these same regions down, so that $P=-P_sF(E_m)$. When the field rises again to a positive value $E$, a fraction $F(E)$ changes from down to up, and each such region contributes twice:
\begin{equation}
D=\varepsilon E+P_s\left[2F(E)-F(E_m)\right].
\end{equation}
Setting $D=0$ gives $E\approx0.47$ MV/cm. At that field the dielectric term is $1.25\ \mu$C/cm$^2$ and the bracket contributes $-1.26\ \mu$C/cm$^2$, which balance to the rounding used. The minor loop is symmetric, so the argument leading to \eqref{expand} applies with this smaller coercive field:
\begin{equation}
\Delta V_{th}\approx2\,(0.47\ \mathrm{MV/cm})(10\ \mathrm{nm})=0.94\ \mathrm{V}.
\end{equation}
The full numerical sweep, with the threshold charge included, also gives 0.94 V. The oxide has cut the window to less than half, though its own voltage drop still cancels; the loss comes from the incomplete switching that it imposes. The figure depends on the chosen spread $\delta$, since that decides how many regions switch below $E_m$: with $E_c$ held at 1 MV/cm it is 0.85 V for $\delta=0.05$ MV/cm and 0.82 V for $\delta=0.15$ MV/cm. It depends more strongly on the rough field limit: 0.62, 1.35 and 1.51 V for limits of 8, 15 and 20 MV/cm. The numerical output below lists the quantities for all the cases treated here.

\section*{Computed results}
\begin{verbatim}
ferroelectric thickness: 10.0 nm
coercive field (D = 0): 1.00 MV/cm = 100 MV/m
IDEAL WINDOW 2 Ec t: 2.000 V
saturation polarization: 20.0 uC/cm2
remanent polarization from loop: 20.00 uC/cm2
ferroelectric relative permittivity: 30.0
switching-field spread (logistic width): 0.10 MV/cm
centre of switching fields: 1.0267 MV/cm
temperature: 300 K
acceptor density: 1.0e+17 cm^-3
intrinsic density used: 1.0e+10 cm^-3
threshold surface potential: 0.833 V
threshold displacement: 0.166 uC/cm2
simulated upper threshold (flat band 0): 1.835 V
simulated lower threshold (flat band 0): -0.165 V
simulated window: 2.000 V
window, criterion raised by 0.1 V: 2.000 V
window with series oxide, saturated loop: 2.000 V
common shift of both thresholds: 1.65 mV
common shift, linear estimate: 1.65 mV
window correction from threshold charge: -3.51 uV
relays reversed at upper threshold: 43.8 %
field if polarization were frozen: 7.53 MV/cm
window if polarization were frozen: 15.1 V
weak film, saturation polarization: 1.0 uC/cm2
weak film, central switching field: 1.00 MV/cm
weak film, field at D = 0: 0.375 MV/cm
weak film, simulated window: 0.750 V
oxide thickness: 1.0 nm
oxide relative permittivity: 3.9
oxide field at full polarization: 57.9 MV/cm
oxide voltage at full polarization: 5.79 V
silicon field at full polarization: 19.3 MV/cm
carrier sheet density for it: 1.25e+14 cm^-2
rough oxide field limit: 10.0 MV/cm
displacement at that limit: 3.45 uC/cm2
ferroelectric field at that limit: 0.769 MV/cm
minor-loop window at that limit: 0.94 V
window, 50 % of Ps compensated by traps: 1.77 V
window, 90 % of Ps compensated by traps: 1.16 V
\end{verbatim}
